# Why weaker electron-vibration coupling can leave an undamped molecular junction hotter: a program that tests the result

```python
"""
Result under test: a vibration driven by resonant sequential tunnelling, with
cold leads and no damping, has a stationary distribution that widens as the
electron-vibration coupling lam -> 0:
    P(q) ~ exp(-2 lam^(2N) q^(N+1) / ((N+1)!)^2),   N = floor(V / 2w) >= 1.
Also tested: what bounds the widening (temperature, level broadening, damping,
anharmonicity, an off-centre level).
Symbols: q = number of quanta, w = vibrational quantum, V = bias (energy),
v = V/(2w), t = kT/w, G = tunnelling rate of each lead (hbar = 1).
Inside the functions energies are in units of w and rates in units of G.
"""
import numpy as np
from math import factorial, pi, sqrt, log
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, eigvals
from scipy.special import expit, gamma

# ---------- example parameters (round model values) ----------
quantum_eV, bias_V, lead_eV = 0.02, 0.05, 2e-5
temperature_K, mass_u, depth_eV, lam_ex = 4.0, 100.0, 2.5, 0.1
kB_eV = const.k / const.e
hbar_eVs = const.hbar / const.e
v = bias_V / (2 * quantum_eV)
t = kB_eV * temperature_K / quantum_eV
rate_s = lead_eV / hbar_eVs
length_A = 1e10 * sqrt(const.hbar**2 /
                       (mass_u * const.atomic_mass * quantum_eV * const.e))

# ---------- Franck-Condon weights from the displacement operator ----------
NBASIS = 1100
xval, xvec = eigh_tridiagonal(np.zeros(NBASIS), np.sqrt(np.arange(1, NBASIS)))


def franck_condon(lam, size):
    """|<q|exp(lam(b^+ - b))|q'>|^2; equal to that of exp(i lam (b + b^+))."""
    part = xvec[:size]
    return (((part * np.cos(lam * xval)) @ part.T)**2
            + ((part * np.sin(lam * xval)) @ part.T)**2)


def solve_stationary(W):
    """Stationary probabilities for rates W[from, to]."""
    A = W.T - np.diag(W.sum(axis=1))
    A[0] = 1.0
    rhs = np.zeros(len(W))
    rhs[0] = 1.0
    return np.linalg.solve(A, rhs)


def chain_rates(F, v, t, damping=0.0):
    """Charge-summed chain; damping = energy loss rate to a cold bath."""
    n = np.arange(len(F))
    dm = n[None, :] - n[:, None]
    W = F * (expit((v - dm) / t) + expit((-v - dm) / t))
    W[n[1:], n[:-1]] += damping * n[1:]
    return W


def mean_std(P):
    n = np.arange(len(P))
    m = n @ P
    return m, sqrt((n - m)**2 @ P)


def two_charge(F, E, level, v, t):
    """Full master equation for empty and filled level; returns P and current."""
    dE = E[None, :] - E[:, None]
    in_left = F * expit((v - level - dE) / t)
    in_right = F * expit((-v - level - dE) / t)
    out_left = F.T * expit((level - dE - v) / t)
    out_right = F.T * expit((level - dE + v) / t)
    Z = np.zeros_like(F)
    P = solve_stationary(np.block([[Z, in_left + in_right],
                                   [out_left + out_right, Z]]))
    n = len(F)
    current = P[:n] @ in_left.sum(axis=1) - P[n:] @ out_left.sum(axis=1)
    return P[:n] + P[n:], current


# Weights against real-space overlaps of displaced oscillator functions
def oscillator_function(n, x):
    c = np.zeros(n + 1)
    c[n] = 1.0
    norm = sqrt(2.0**n * factorial(n) * sqrt(pi))
    return np.polynomial.hermite.hermval(x, c) * np.exp(-x**2 / 2) / norm


xg = np.linspace(-14, 14, 4001)
F_test = franck_condon(0.3, 20)
for a, b in ((0, 0), (3, 5), (6, 2), (7, 8)):
    overlap = np.sum(oscillator_function(a, xg)
                     * oscillator_function(b, xg - sqrt(2) * 0.3)) * (xg[1] - xg[0])
    assert abs(overlap**2 - F_test[a, b]) < 1e-9

# ---------- widening for one open emission step (N = 1) ----------
assert 1 < v < 2
lams = [0.2, 0.1, 0.05, 0.03, 0.02, 0.01]
weights = {lam: franck_condon(lam, int(8 / lam) + 40) for lam in lams}
dist = {lam: solve_stationary(chain_rates(weights[lam], v, t)) for lam in lams}
stats = {lam: mean_std(dist[lam]) for lam in lams}
for lam in lams:
    assert abs(dist[lam][-1]) < 1e-6
for strong, weak in zip(lams[:-1], lams[1:]):
    assert stats[weak][0] > stats[strong][0]
    assert stats[weak][1] > stats[strong][1]
assert abs(stats[0.01][0] * 0.01 / sqrt(2 / pi) - 1) < 0.01
assert abs(stats[0.01][1] * 0.01 / sqrt(1 - 2 / pi) - 1) < 0.02
qs = np.arange(len(dist[0.02]))
half_gauss = sqrt(2 / pi) * 0.02 * np.exp(-(0.02 * qs)**2 / 2)
shape_error = np.max(abs(dist[0.02] - half_gauss)) / half_gauss[0]
assert shape_error < 0.04

# Two charge states against the reduced chain, and the current
F_ex = weights[lam_ex]
P_full, current_ex = two_charge(F_ex, np.arange(len(F_ex)) * 1.0, 0.0, v, t)
assert np.max(abs(P_full - dist[lam_ex])) < 1e-8
assert abs(current_ex / 0.5 - 1) < 0.02

# ---------- two open emission steps (N = 2) ----------
def law_mean(lam, N):
    scale = (2 / factorial(N + 1)**2 * lam**(2 * N))**(-1 / (N + 1))
    return scale * gamma(2 / (N + 1)) / gamma(1 / (N + 1))


mean2 = {}
for lam, size in ((0.06, 400), (0.03, 900)):
    P2 = solve_stationary(chain_rates(franck_condon(lam, size), 2.5, t))
    assert abs(P2[-1]) < 1e-6
    mean2[lam] = mean_std(P2)[0]
slope2 = log(mean2[0.03] / mean2[0.06]) / log(0.5)
assert abs(slope2 + 4 / 3) < 0.05
assert abs(mean2[0.03] / law_mean(0.03, 2) - 1) < 0.06

# ---------- slowest relaxation rate, proportional to lam^3 ----------
def relaxation_gap(F):
    W = chain_rates(F, v, t)
    ev = np.sort(eigvals(W.T - np.diag(W.sum(axis=1))).real)
    return -ev[-2]


gap = {0.04: relaxation_gap(franck_condon(0.04, 240)),
       0.02: relaxation_gap(weights[0.02])}
gap_limit = 2 * gap[0.02] / 0.02**3 - gap[0.04] / 0.04**3


def half_moment(k):
    return 2**((k - 1) / 2) * gamma((k + 1) / 2)


deg = 10
S = np.array([[half_moment(i + j) for j in range(deg)] for i in range(deg)])
K = np.array([[i * j * half_moment(i + j - 1) if i * j else 0.0
               for j in range(deg)] for i in range(deg)])
d = 1 / np.sqrt(np.diag(S))
gap_continuum = eigh(K * np.outer(d, d), S * np.outer(d, d),
                     eigvals_only=True)[1]
assert abs(gap_limit / gap_continuum - 1) < 0.03
gap_ex = relaxation_gap(F_ex)

# ---------- off-centre level: one emission channel closed ----------
F_weak = franck_condon(0.01, 120)
P_off, _ = two_charge(F_weak, np.arange(120) * 1.0, -0.5, 1.0, 1e-3)
mean_off = mean_std(P_off)[0]
assert abs(mean_off - 0.5) < 0.005

# ---------- warm leads: finite limit ----------
def thermal_limit(v, t):
    deficit = expit(-(v - 1) / t) - expit(-(v + 1) / t)   # equals 1 - g(1)
    return (1 - deficit) / (2 * deficit)


P_warm = solve_stationary(chain_rates(franck_condon(0.003, 200), v, 0.1))
assert abs(mean_std(P_warm)[0] / thermal_limit(v, 0.1) - 1) < 0.01

# ---------- level broadening: golden rule with scattering states, T = 0 ----
width = lead_eV / quantum_eV


def vibration_rate(s):
    """s = +1 emission, -1 absorption; per quantum, in units lam^2 G."""
    def integrand(E):
        return 1 / ((E**2 + width**2) * ((E - s)**2 + width**2))
    total = 0.0
    for mu_from in (v, -v):
        for mu_to in (v, -v):
            low, high = mu_to + s, mu_from
            if high <= low:
                continue
            marks = [c + k * width for c in (0.0, float(s))
                     for k in (-20, 0, 20)]
            cuts = [low] + sorted(m for m in marks if low < m < high) + [high]
            total += sum(quad(integrand, p, r, epsabs=0, epsrel=1e-10,
                              limit=200)[0] for p, r in zip(cuts, cuts[1:]))
    return total * width / (2 * pi)


emit, absorb = vibration_rate(1), vibration_rate(-1)
broad_limit = emit / (absorb - emit)


def tail_primitive(x):
    return -1 / x - 1 / (x + 1) - 2 * log(x / (x + 1))


broad_formula = 2 * pi / (4 * (tail_primitive(v) - tail_primitive(v - 1)) * width)
assert abs(emit - 1) < 0.01          # sequential-tunnelling rate recovered
assert abs(broad_limit / broad_formula - 1) < 0.02

# ---------- external damping ----------
lifetimes = {"10 ps": 1e-11, "1 us": 1e-6}
damped = {}
for name, tau in lifetimes.items():
    kap = 1 / (tau * rate_s)
    for lam in lams:
        damped[name, lam] = mean_std(
            solve_stationary(chain_rates(weights[lam], v, t, kap)))[0]
kap = 1 / (1e-6 * rate_s)
assert abs(damped["1 us", 0.01] / (0.01**2 / kap) - 1) < 0.03
q_ = np.arange(600)
P_law = np.exp(-kap / 0.03**2 * q_ - 0.03**2 * q_ * (q_ + 1) / 2)
mean_law = q_ @ P_law / P_law.sum()
assert abs(damped["1 us", 0.03] / mean_law - 1) < 0.05
best = max(lams, key=lambda lam: damped["1 us", lam])
assert lams[-1] < best < lams[0]     # a maximum inside the scanned range

# ---------- anharmonicity: rigidly displaced Morse wells on a grid ----------
D = depth_eV / quantum_eV
xe = 1 / (4 * D)
dx = 0.15
xm = np.arange(-13, 32, dx)
ij = np.arange(len(xm))[:, None] - np.arange(len(xm))[None, :]
safe = np.where(ij == 0, 1, ij)
kinetic = np.where(ij == 0, pi**2 / (6 * dx**2),
                   (1.0 - 2.0 * (ij % 2)) / (dx * safe)**2)


def morse_states(shift, keep=70):
    pot = D * (1 - np.exp(-(xm - shift) / sqrt(2 * D)))**2
    E, U = np.linalg.eigh(kinetic + np.diag(pot))
    return E[:keep], U[:, :keep]


E_m, U_m = morse_states(0.0)
n_m = np.arange(70) + 0.5
assert np.max(abs(E_m - (n_m - xe * n_m**2))) < 1e-5


def morse_mean(lam):
    F = (U_m.T @ morse_states(sqrt(2) * lam)[1])**2
    P = two_charge(F, E_m, 0.0, v, t)[0]
    assert abs(P[-1]) < 1e-5
    return mean_std(P)[0]


def morse_law(lam):
    return sqrt(2 / pi / (lam**2 + 4 * xe))


morse = {lam: morse_mean(lam) for lam in (0.1, 0.02, 0.01)}
assert abs(morse[0.02] / morse_law(0.02) - 1) < 0.12
assert abs(morse[0.01] / morse[0.02] - 1) < 0.10   # no further widening

# ---------- printed numbers ----------
print(f"vibrational quantum          {quantum_eV:.3f} eV")
print(f"bias                         {bias_V:.3f} V")
print(f"half bias / quantum          {v:.3f}")
print(f"lead coupling, each lead     {lead_eV:.1e} eV")
print(f"lead rate G                  {rate_s:.3e} 1/s")
print(f"temperature                  {temperature_K:.1f} K")
print(f"kT                           {kB_eV * temperature_K:.3e} eV")
print(f"moving mass                  {mass_u:.0f} u")
print(f"oscillator length            {length_A:.4f} angstrom")
print("coupling: mean quanta, law sqrt(2/pi)/lam, spread, energy")
for lam in lams:
    m, s = stats[lam]
    print(f"  {lam:.2f}: {m:7.3f} {sqrt(2/pi)/lam:7.3f} {s:7.3f}"
          f" {m*quantum_eV:7.4f} eV")
print(f"shape error at 0.02 / peak   {shape_error:.4f}")
print(f"N=2 mean at 0.06, 0.03       {mean2[0.06]:.2f}, {mean2[0.03]:.2f}")
print(f"N=2 law at 0.06, 0.03        {law_mean(0.06,2):.2f}, {law_mean(0.03,2):.2f}")
print(f"N=2 log slope (law -4/3)     {slope2:.4f}")
print(f"gap/(G lam^3), extrapolated  {gap_limit:.4f}")
print(f"gap/(G lam^3), continuum     {gap_continuum:.4f}")
print(f"example coupling             {lam_ex:.2f}")
print(f"well displacement            {sqrt(2)*lam_ex*length_A:.5f} angstrom")
print(f"rms vibration amplitude      "
      f"{length_A*sqrt(stats[lam_ex][0]+0.5):.4f} angstrom")
print(f"current                      {current_ex*rate_s*const.e*1e9:.3f} nA")
print(f"relaxation time              {1e9/(gap_ex*rate_s):.2f} ns")
for lam in (0.1, 0.05):
    power = chain_rates(weights[lam], v, t)[0] @ np.arange(len(weights[lam]))
    print(f"initial heating at {lam:.2f}      {power*rate_s*quantum_eV:.3e} eV/s")
print(f"allowed level offset         {bias_V/2-quantum_eV:.4f} eV")
print(f"off-centre test, mean        {mean_off:.4f}")
print("zero-coupling limit of the mean, and equilibrium mean")
for T in (temperature_K, 77.0, 300.0):
    tt = kB_eV * T / quantum_eV
    print(f"  leads at {T:5.0f} K: {thermal_limit(v, tt):.4g}, "
          f"{1/np.expm1(1/tt):.3g}")
print(f"broadening limit, integral   {broad_limit:.1f}")
print(f"broadening limit, formula    {broad_formula:.1f}")
print("coupling: mean with lifetime 10 ps, 1 us")
for lam in lams:
    print(f"  {lam:.2f}: {damped['10 ps', lam]:.3e}  {damped['1 us', lam]:.3f}")
print(f"hottest scanned coupling, 1 us  {best:.2f}")
print(f"lifetime scale 1/(G lam^3)   {1e9/(rate_s*lam_ex**3):.2f} ns")
print(f"Morse depth                  {depth_eV:.2f} eV")
print(f"Morse anharmonicity xe       {xe:.5f}")
print("Morse wells, coupling: mean, law")
for lam in morse:
    print(f"  {lam:.2f}: {morse[lam]:.3f}, {morse_law(lam):.3f}")
print("done: every assertion held")
```

Running it gives:

```
vibrational quantum          0.020 eV
bias                         0.050 V
half bias / quantum          1.250
lead coupling, each lead     2.0e-05 eV
lead rate G                  3.039e+10 1/s
temperature                  4.0 K
kT                           3.447e-04 eV
moving mass                  100 u
oscillator length            0.0457 angstrom
coupling: mean quanta, law sqrt(2/pi)/lam, spread, energy
  0.20:   3.781   3.989   3.253  0.0756 eV
  0.10:   7.768   7.979   6.287  0.1554 eV
  0.05:  15.746  15.958  12.326  0.3149 eV
  0.03:  26.384  26.596  20.368  0.5277 eV
  0.02:  39.681  39.894  30.416  0.7936 eV
  0.01:  79.573  79.788  60.558  1.5915 eV
shape error at 0.02 / peak   0.0088
N=2 mean at 0.06, 0.03       58.99, 146.36
N=2 law at 0.06, 0.03        56.40, 142.11
N=2 log slope (law -4/3)     -1.3111
gap/(G lam^3), extrapolated  1.9899
gap/(G lam^3), continuum     1.9893
example coupling             0.10
well displacement            0.00647 angstrom
rms vibration amplitude      0.1315 angstrom
current                      2.422 nA
relaxation time              17.42 ns
initial heating at 0.10      6.017e+06 eV/s
initial heating at 0.05      1.515e+06 eV/s
allowed level offset         0.0050 eV
off-centre test, mean        0.4999
zero-coupling limit of the mean, and equilibrium mean
  leads at     4 K: 9.97e+05, 6.33e-26
  leads at    77 K: 1.068, 0.0516
  leads at   300 K: 1.153, 0.856
broadening limit, integral   1038.2
broadening limit, formula    1038.7
coupling: mean with lifetime 10 ps, 1 us
  0.20: 1.167e-02  3.773
  0.10: 3.008e-03  7.645
  0.05: 7.577e-04  13.950
  0.03: 2.732e-04  15.922
  0.02: 1.215e-04  10.939
  0.01: 3.038e-05  3.031
hottest scanned coupling, 1 us  0.03
lifetime scale 1/(G lam^3)   32.91 ns
Morse depth                  2.50 eV
Morse anharmonicity xe       0.00200
Morse wells, coupling: mean, law
  0.10: 6.021, 5.947
  0.02: 8.481, 8.706
  0.01: 8.602, 8.865
done: every assertion held
```
